# Impact Angle of Positive Ions on a Positively Biased Planar Sample: verification in Python

```python
"""
Result under test: positive ions from a source at potential V0, travelling at
angle theta0 to the normal of a flat sample at potential Vs, strike it at
    sin(theta) = sin(theta0) * sqrt(V0 / (V0 - Vs)),
provided that Vs < V0 cos(theta0)^2 (potential rising steadily to the sample).
V0, Vs : source and sample potentials relative to the grounded column (V)
theta0 : angle from the normal in the field-free column
theta  : angle from the normal at impact
gap    : distance from grounded entry plane (z = 0) to sample (z = gap), mm
Newton's equations are integrated in atomic units and compared with formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
TIME_S = const.physical_constants["atomic unit of time"][0]
MM = 1e-3 / BOHR_M                       # one millimetre in bohr
DALTON = const.atomic_mass / const.m_e   # one dalton in electron masses

# Inputs; gap, beam and film values are rough typical ones
V0, VS, AIM, GAP = 10000.0, 4500.0, 30.0, 5.0
MASS_O2_U = 31.998
HOLE_RADIUS, MISALIGNMENT = 1.0, 0.2     # mm
TILT = 0.5                              # degrees
BEAM_NA, SPOT_UM = 100.0, 50.0           # current, spot diameter
FILM_NM, RESISTIVITY = 3000.0, 1e7       # CdTe film; ohm cm
SPREAD_EV, IMAGE_NM = 10.0, 0.2


def impact_angle(source, sample, aim):
    """Derived formula, angles in degrees."""
    ratio = source / (source - sample)
    return np.degrees(np.arcsin(np.sin(np.radians(aim)) * np.sqrt(ratio)))


def uniform(sample):
    return lambda x, z: sample * z / GAP


def trace(potential, aim, source=V0, mass_u=MASS_O2_U, charge=1,
          start=(0.0, 0.0), tilt=0.0):
    """Integrate one ion until it hits the sample or its normal motion stops."""
    mass = mass_u * DALTON
    kinetic = charge * (source - potential(*start)) / HARTREE_EV
    speed = np.sqrt(2 * kinetic / mass)
    slope = np.tan(np.radians(tilt))
    step = 1e-3                          # mm, for the potential gradient

    def motion(t, y):
        x, z = y[0] / MM, y[1] / MM
        gx = (potential(x + step, z) - potential(x - step, z)) / (2 * step)
        gz = (potential(x, z + step) - potential(x, z - step)) / (2 * step)
        factor = -charge / (HARTREE_EV * MM * mass)
        return [y[2], y[3], factor * gx, factor * gz]

    def surface(t, y):
        return y[1] / MM - GAP - slope * y[0] / MM

    def turning(t, y):
        return y[3] / speed

    surface.terminal = turning.terminal = True
    surface.direction, turning.direction = 1, -1
    a = np.radians(aim)
    initial = [start[0] * MM, start[1] * MM,
               speed * np.sin(a), speed * np.cos(a)]
    run = solve_ivp(motion, (0, 200 * MM / speed), initial, method="DOP853",
                    rtol=1e-10, atol=[1e-10 * MM] * 2 + [1e-11 * speed] * 2,
                    max_step=0.5 * MM / speed, events=(surface, turning))
    assert run.status == 1, "ion neither hit nor turned"
    x, z, vx, vz = run.y[:, -1]
    b = np.radians(tilt)
    along = vx * np.cos(b) + vz * np.sin(b)
    inward = -vx * np.sin(b) + vz * np.cos(b)
    return {"hit": len(run.t_events[0]) > 0,
            "angle": np.degrees(np.arctan2(along, inward)),
            "x": x / MM, "z": z / MM, "ns": run.t[-1] * TIME_S * 1e9,
            "energy": 0.5 * mass * (vx**2 + vz**2) * HARTREE_EV}


# Impact angle and energy for several aims and biases, either sign
for aim in (10.0, 30.0, 40.0):
    for sample in (-4500.0, 2000.0, 4500.0):
        ray = trace(uniform(sample), aim)
        assert ray["hit"]
        assert abs(ray["angle"] - impact_angle(V0, sample, aim)) < 1e-5
        assert abs(ray["energy"] - (V0 - sample)) < 1e-3

main = trace(uniform(VS), AIM)
theta = impact_angle(V0, VS, AIM)
assert abs(theta - 42.0) < 0.5

# Mass, charge and the shape of a planar potential do not matter
for mass_u, charge in ((15.999, 1), (132.905, 1), (39.948, 2)):
    ray = trace(uniform(VS), AIM, mass_u=mass_u, charge=charge)
    assert ray["hit"] and abs(ray["angle"] - theta) < 1e-5
    assert abs(ray["energy"] - charge * (V0 - VS)) < 1e-3


def curved(x, z):
    s = z / GAP
    return VS * (0.3 * s + 0.7 * s**3)


curved_ray = trace(curved, AIM)
assert curved_ray["hit"] and abs(curved_ray["angle"] - theta) < 1e-5
assert abs(curved_ray["x"] - main["x"]) > 0.01   # the path itself does change

# Largest bias that still allows impact, and the turning depth beyond it
limit = V0 * np.cos(np.radians(AIM))**2
below = trace(uniform(limit - 100), AIM)
above = trace(uniform(limit + 100), AIM)
assert below["hit"] and not above["hit"]
assert abs(above["z"] - GAP * limit / (limit + 100)) < 1e-5
wrong_aim = 90.0 - AIM
rejected = trace(uniform(VS), wrong_aim)
turn_depth = GAP * V0 * np.cos(np.radians(wrong_aim))**2 / VS
assert not rejected["hit"] and abs(rejected["z"] - turn_depth) < 1e-5

# Transit time and lateral travel in the uniform field
t0, t1 = np.radians(AIM), np.radians(theta)
mass_kg = MASS_O2_U * const.atomic_mass
v_in = np.sqrt(2 * const.e * V0 / mass_kg)
v_out = np.sqrt(2 * const.e * (V0 - VS) / mass_kg)
transit = 2 * GAP * 1e-3 / (v_in * np.cos(t0) + v_out * np.cos(t1))
travel = v_in * np.sin(t0) * transit * 1e3
straight = GAP * np.tan(t0)
assert abs(transit * 1e9 - main["ns"]) < 1e-5
assert abs(travel - main["x"]) < 1e-6

# Sensitivities against differences of integrated trajectories
d_aim = np.tan(t1) / np.tan(t0)
d_sample = np.degrees(np.tan(t1) / (2 * (V0 - VS)))
d_source = -np.degrees(VS * np.tan(t1) / (2 * V0 * (V0 - VS)))
num_aim = (trace(uniform(VS), AIM + 0.1)["angle"]
           - trace(uniform(VS), AIM - 0.1)["angle"]) / 0.2
num_sample = (trace(uniform(VS + 10), AIM)["angle"]
              - trace(uniform(VS - 10), AIM)["angle"]) / 20
num_source = (trace(uniform(VS), AIM, source=V0 + 10)["angle"]
              - trace(uniform(VS), AIM, source=V0 - 10)["angle"]) / 20
for numeric, formula in ((num_aim, d_aim), (num_sample, d_sample),
                         (num_source, d_source)):
    assert abs(numeric / formula - 1) < 1e-4


# Neglected effect: field leaking through a round hole in the entry plate
def hole_shape(x, z):
    """Even part of the hole potential, from oblate spheroidal coordinates."""
    a2 = HOLE_RADIUS**2
    diff = x * x + z * z - a2
    root = np.sqrt(diff * diff + 4 * a2 * z * z)
    zeta = np.sqrt(max(0.0, (root + diff) / 2)) / HOLE_RADIUS
    a_mu = np.sqrt(max(0.0, (root - diff) / 2))
    return a_mu * (zeta * np.arctan(zeta) + 1)


def hole_potential(x, z):
    """Hole in a plate, with an image term keeping the sample at VS."""
    field = VS / GAP
    mirror = 2 * GAP - z
    image = field * (hole_shape(x, mirror) / np.pi - mirror / 2)
    return field * (z / 2 + hole_shape(x, z) / np.pi) - image


for r, z in ((0.4, 0.5), (0.6, -0.4), (1.5, 1.0)):
    h = 5e-3
    f = hole_potential
    rr = (f(r + h, z) - 2 * f(r, z) + f(r - h, z)) / h**2
    r1 = (f(r + h, z) - f(r - h, z)) / (2 * h * r)
    zz = (f(r, z + h) - 2 * f(r, z) + f(r, z - h)) / h**2
    assert abs(rr + r1 + zz) < 1e-3 * (abs(rr) + abs(r1) + abs(zz))
plate_error = max(abs(hole_potential(r, 0.0)) for r in (1.5, 2.0, 4.0))
assert plate_error < 2.0                 # volts, out of the sample's 4500
assert abs(hole_potential(1.3, GAP) - VS) < 1e-6

hole_shift = []
for offset in (0.0, MISALIGNMENT, -MISALIGNMENT):
    begin = (offset - 20 * np.tan(t0), -20.0)
    ray = trace(hole_potential, AIM, start=begin)
    assert ray["hit"] and abs(ray["energy"] - (V0 - VS)) < 0.01
    hole_shift.append(ray["angle"] - theta)


# Neglected effect: tilted sample, exact potential between two inclined planes
def wedge(x, z):
    a = np.radians(TILT)
    return VS * np.arctan2(z, x + GAP / np.tan(a)) / a


tilt_shift = []
for direction in (1, -1):
    ray = trace(wedge, direction * AIM, tilt=TILT)
    assert ray["hit"] and abs(ray["energy"] - (V0 - VS)) < 0.01
    tilt_shift.append(abs(ray["angle"]) - theta)

# Neglected effects: charging, energy spread, image force, relativity
spot_cm2 = np.pi * (SPOT_UM * 1e-4 / 2)**2
current_density = BEAM_NA * 1e-9 / spot_cm2
charging = current_density * RESISTIVITY * FILM_NM * 1e-7
film_field = charging / (FILM_NM * 1e-7) / 1e6
charge_shift = impact_angle(V0, VS + charging, AIM) - theta
spread_shift = impact_angle(V0 + SPREAD_EV, VS, AIM) - theta
image_ev = const.e / (16 * np.pi * const.epsilon_0 * IMAGE_NM * 1e-9)
image_shift = impact_angle(V0, VS - image_ev, AIM) - theta
rest_ev = mass_kg * const.c**2 / const.e
p_in = np.sqrt(V0**2 + 2 * V0 * rest_ev)
p_out = np.sqrt((V0 - VS)**2 + 2 * (V0 - VS) * rest_ev)
rel_shift = np.degrees(np.arcsin(np.sin(t0) * p_in / p_out)) - theta

print(f"Source potential: {V0/1e3:.1f} kV")
print(f"Sample potential: {VS/1e3:.1f} kV")
print(f"Aim angle from normal: {AIM:.1f} deg")
print(f"Gap: {GAP:.1f} mm")
print(f"O2+ mass: {MASS_O2_U:.3f} u")
print(f"Impact energy per ion: {V0-VS:.0f} eV")
print(f"Impact energy per O atom: {(V0-VS)/2:.0f} eV")
print(f"Square root of V0/(V0-Vs): {np.sqrt(V0/(V0-VS)):.4f}")
print(f"Sine of impact angle: {np.sin(t1):.4f}")
print(f"Impact angle, formula: {theta:.3f} deg")
print(f"Impact angle, formula: {t1:.4f} rad")
print(f"Impact angle, integrated path: {main['angle']:.3f} deg")
print(f"Impact angle, curved potential: {curved_ray['angle']:.3f} deg")
print(f"Normal energy at entry: {limit:.0f} eV")
print(f"Normal energy at impact: {limit-VS:.0f} eV")
print(f"Lateral energy, constant: {V0*np.sin(t0)**2:.0f} eV")
print(f"Largest bias for impact at this aim: {limit/1e3:.2f} kV")
print(f"Impact angle 0.1 kV below that bias: {below['angle']:.2f} deg")
print(f"Turning depth for {wrong_aim:.0f} deg aim: {rejected['z']:.3f} mm")
print(f"Transit time: {transit*1e9:.2f} ns")
print(f"Lateral travel: {travel:.3f} mm")
print(f"Lateral travel without field: {straight:.3f} mm")
print(f"Landing shift due to field: {travel-straight:.3f} mm")
print(f"Lateral travel, curved potential: {curved_ray['x']:.3f} mm")
print(f"Angle at -4.5 kV sample: {impact_angle(V0, -VS, AIM):.2f} deg")
print(f"Energy at -4.5 kV sample: {V0+VS:.0f} eV")
print(f"Sensitivity to aim: {d_aim:.3f} deg/deg")
print(f"Sensitivity to sample bias: {d_sample*1e3:.3f} deg/kV")
print(f"Sensitivity to source potential: {d_source*1e3:.3f} deg/kV")
print(f"Beam hole radius: {HOLE_RADIUS:.1f} mm")
print(f"Beam misalignment in hole: {MISALIGNMENT:.1f} mm")
print(f"Hole shift, centred ray: {hole_shift[0]:+.3f} deg")
print(f"Hole shift, ray displaced forward: {hole_shift[1]:+.3f} deg")
print(f"Hole shift, ray displaced backward: {hole_shift[2]:+.3f} deg")
print(f"Largest plate potential error in hole model: {plate_error:.2f} V")
print(f"Sample tilt: {TILT:.1f} deg")
print(f"Tilt shift, gap widening along beam: {tilt_shift[0]:+.3f} deg")
print(f"Tilt shift, gap narrowing along beam: {tilt_shift[1]:+.3f} deg")
print(f"Beam current: {BEAM_NA:.0f} nA")
print(f"Spot diameter: {SPOT_UM:.0f} um")
print(f"CdTe film thickness: {FILM_NM:.0f} nm")
print(f"CdTe film resistivity, rough: {RESISTIVITY:.0e} ohm cm")
print(f"Current density in spot: {current_density*1e3:.2f} mA/cm2")
print(f"Charging voltage across film: {charging:.1f} V")
print(f"Field in film: {film_field:.3f} MV/cm")
print(f"Charging shift: {charge_shift:+.3f} deg")
print(f"Source energy offset: {SPREAD_EV:.0f} eV")
print(f"Energy offset shift: {spread_shift:+.4f} deg")
print(f"Image distance: {IMAGE_NM:.1f} nm")
print(f"Image energy, metal: {image_ev:.2f} eV")
print(f"Image shift: {image_shift:+.4f} deg")
print(f"Relativistic shift: {rel_shift:+.1e} deg")
print("PASS")
```

Printed output:

```
Source potential: 10.0 kV
Sample potential: 4.5 kV
Aim angle from normal: 30.0 deg
Gap: 5.0 mm
O2+ mass: 31.998 u
Impact energy per ion: 5500 eV
Impact energy per O atom: 2750 eV
Square root of V0/(V0-Vs): 1.3484
Sine of impact angle: 0.6742
Impact angle, formula: 42.392 deg
Impact angle, formula: 0.7399 rad
Impact angle, integrated path: 42.392 deg
Impact angle, curved potential: 42.392 deg
Normal energy at entry: 7500 eV
Normal energy at impact: 3000 eV
Lateral energy, constant: 2500 eV
Largest bias for impact at this aim: 7.50 kV
Impact angle 0.1 kV below that bias: 78.69 deg
Turning depth for 60 deg aim: 2.778 mm
Transit time: 28.80 ns
Lateral travel: 3.537 mm
Lateral travel without field: 2.887 mm
Landing shift due to field: 0.650 mm
Lateral travel, curved potential: 3.283 mm
Angle at -4.5 kV sample: 24.53 deg
Energy at -4.5 kV sample: 14500 eV
Sensitivity to aim: 1.581 deg/deg
Sensitivity to sample bias: 4.755 deg/kV
Sensitivity to source potential: -2.140 deg/kV
Beam hole radius: 1.0 mm
Beam misalignment in hole: 0.2 mm
Hole shift, centred ray: +0.019 deg
Hole shift, ray displaced forward: +0.467 deg
Hole shift, ray displaced backward: -0.428 deg
Largest plate potential error in hole model: 0.92 V
Sample tilt: 0.5 deg
Tilt shift, gap widening along beam: +0.657 deg
Tilt shift, gap narrowing along beam: -0.655 deg
Beam current: 100 nA
Spot diameter: 50 um
CdTe film thickness: 3000 nm
CdTe film resistivity, rough: 1e+07 ohm cm
Current density in spot: 5.09 mA/cm2
Charging voltage across film: 15.3 V
Field in film: 0.051 MV/cm
Charging shift: +0.073 deg
Source energy offset: 10 eV
Energy offset shift: -0.0214 deg
Image distance: 0.2 nm
Image energy, metal: 1.80 eV
Image shift: -0.0086 deg
Relativistic shift: +2.0e-06 deg
PASS
```
